# QED-CIS-1 for LiH in a lossy cavity: polariton energies and lifetimes

## Question

I want polariton energies and lifetimes for a diatomic molecule in a cavity, using QED-CIS-1: the Hartree–Fock reference and all singlet single excitations, each with zero or one photon. My test case is LiH with the field along the bond and the cavity tuned to the lowest bright CIS state. To describe the leaky mirrors I replace $\omega$ by $\omega-i\gamma/2$.

I am stuck on three points. Does the complex frequency also go into the factor $\sqrt{\omega/2}$ of the coupling? What are the matrix blocks when the molecule has a permanent dipole and the dipole self-energy is kept? And what should happen when I switch off the counter-rotating or the self-energy block? I expected small corrections, but some of my lifetimes change a great deal, and I cannot tell physics from truncation error.

## Answer

Keep $\sqrt{\omega/2}$ real. The large lifetime changes come from removing one of two terms that nearly cancel: the self-energy, and the coupling through the dipoles of the excited states. The derivation below uses Hartree atomic units, which suit the molecular integrals, fixed nuclei, real orbitals and one mode in the dipole approximation.

### The Hamiltonian and the loss

In the length gauge, with $d=\boldsymbol\lambda\cdot\boldsymbol\mu$ the dipole along the polarization times the coupling strength,

$$H=H_e+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,d\,(b+b^\dagger)+\tfrac12 d^2 .$$

A permanent dipole displaces the mode even in the ground state. Remove this by the unitary shift $b\to b+z$ with real $z=\langle d\rangle/\sqrt{2\omega}$, where the average is over the reference. The photon energy becomes

$$\omega b^\dagger b+\omega z(b+b^\dagger)+\omega z^2,$$

where $\omega z=\sqrt{\omega/2}\,\langle d\rangle$ and $\omega z^2=\tfrac12\langle d\rangle^2$. The coupling gains $-2z\sqrt{\omega/2}\,d=-\langle d\rangle d$. Collecting terms, with $\Delta d=d-\langle d\rangle$,

$$H=H_e+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,\Delta d\,(b+b^\dagger)+\tfrac12(\Delta d)^2 .$$

"Without self-energy" will mean that the last term is dropped in this shifted form. Dropping $d^2/2$ before the shift would give a different model.

For photon loss at rate $\gamma$ the density matrix obeys

$$\dot\rho=-i[H,\rho]+\gamma\left(b\rho b^\dagger-\tfrac12\{b^\dagger b,\rho\}\right).$$

I assume that $b$ here is the shifted operator, so that the static displacement does not leak out as radiation. Until the first photon escapes, the term $b\rho b^\dagger$ is absent, and the rest is evolution with

$$H_{\rm eff}=H-\tfrac{i\gamma}{2}b^\dagger b .$$

The complex frequency $\tilde\omega=\omega-i\gamma/2$ therefore multiplies the photon number and nothing else.

Let $\psi$ be a normalized right eigenvector, $H_{\rm eff}\psi=E\psi$. Then $E=\langle H\rangle-\tfrac{i\gamma}{2}\langle b^\dagger b\rangle$, and both averages are real. Since $|e^{-iEt}|^2=e^{2t\,{\rm Im}E}$,

$$\Gamma=-2\,{\rm Im}\,E=\gamma\langle b^\dagger b\rangle,\qquad \tau=1/\Gamma .$$

Suppose you put $\tilde\omega$ under the root as well. The norm decays with the loss matrix $i(H_{\rm eff}-H_{\rm eff}^\dagger)$, which must have no negative eigenvalue. For one molecular state and one photon state it becomes

$$\begin{pmatrix}0&x\\x&\gamma\end{pmatrix},\qquad x\neq0,$$

with determinant $-x^2<0$. One eigenvalue is negative, so some superposition grows. That is not photon loss.

### The self-energy in the mean field

The nuclear dipole cancels in $\Delta d$. For the electrons write $d_e=\sum_n d(n)$, with $d(\mathbf r)=-\boldsymbol\lambda\cdot\mathbf r$. Then

$$\tfrac12(\Delta d)^2=\tfrac12\sum_n d(n)^2+\tfrac12\sum_{n\ne m}d(n)d(m)-\langle d_e\rangle\sum_n d(n)+\tfrac12\langle d_e\rangle^2 .$$

The first term is a one-body operator with quadrupole integrals $q_{pq}=\langle p|d^2|q\rangle$. In a finite basis these differ from the matrix square of $d_{pq}$. The second term has the form of the electron repulsion, so it replaces $(pq|rs)$ by

$$(pq|rs)'=(pq|rs)+d_{pq}d_{rs}.$$

In a closed-shell Fock matrix with total density $D$ (trace equal to the number of electrons), the new Coulomb part is $d_{pq}\sum_{rs}D_{rs}d_{rs}=\langle d_e\rangle d_{pq}$. It cancels the third term. The new exchange part is $-\tfrac12(dDd)_{pq}$. Hence, in an orthonormal orbital basis,

$$F'=F+\tfrac12q-\tfrac12\,dDd .$$

The orbitals are made self-consistent with $F'$. Then $F'_{ia}=0$ for occupied $i$ and virtual $a$, and the reference does not couple to singles with the same photon number. If the self-energy is dropped, use ordinary RHF orbitals, for which $F_{ia}=0$.

### The matrix blocks

Use the singlets $\Phi_i^a=(\Phi_{i\alpha}^{a\alpha}+\Phi_{i\beta}^{a\beta})/\sqrt2$ and measure energies from the reference. The Slater–Condon rules give, for two excitations of equal spin,

$$\delta_{ij}F'_{ab}-\delta_{ab}F'_{ij}+(ia|jb)'-(ij|ab)' .$$

For $i\neq j$, $a\neq b$ the last two terms are the ordinary two-orbital difference. If $i=j$ or $a=b$, the Fock matrix sums over all occupied orbitals, including the vacated one, and the same two terms correct for that. For opposite spins only $(ia|jb)'$ remains. The singlet element is half of two equal-spin plus two opposite-spin elements:

$$A_{ia,jb}=\delta_{ij}F'_{ab}-\delta_{ab}F'_{ij}+2(ia|jb)-(ij|ab)+2d_{ia}d_{jb}-d_{ij}d_{ab}.$$

The dipole is a one-body operator. The two spin terms add in

$$\langle\Phi_i^a|\Delta d|\Phi_0\rangle=\tfrac{1}{\sqrt2}(d_{ia}+d_{ia})=\sqrt2\,d_{ia},$$

and between singles an electron is added in $a$ and one removed from $i$:

$$\langle\Phi_i^a|\Delta d|\Phi_j^b\rangle=\delta_{ij}d_{ab}-\delta_{ab}d_{ij}.$$

No reference average appears because $\langle\Delta d\rangle=0$. Define $g_{ia}=\sqrt{\omega/2}\,\sqrt2\,d_{ia}$ and $G_{ia,jb}=\sqrt{\omega/2}\,(\delta_{ij}d_{ab}-\delta_{ab}d_{ij})$. In the order $|\Phi_0,0\rangle$, $|S,0\rangle$, $|\Phi_0,1\rangle$, $|S,1\rangle$, where $S$ stands for all singles,

$$\mathbf H=\begin{pmatrix}0&0&0&-g^T\\0&A&-g&-G\\0&-g^T&\tilde\omega&0\\-g&-G&0&A+\tilde\omega\end{pmatrix}.$$

The matrix is complex symmetric, not Hermitian, so use a general eigenvalue solver.

Count electronic excitations plus photons. The inner $g$ block conserves this number and is the resonant one. The corner $g$ block changes it by two and is the counter-rotating one. The block $G$ changes it by one. Switch $G$ separately, because it has a different role: it carries the dipoles of the excited states.

### The resonant block alone

Diagonalize $A$, with energies $\Omega_K$ and couplings $g_K$. With amplitudes $c_K$ for the molecule and $p$ for the photon,

$$(\Omega_K-E)c_K=g_Kp,\qquad(\tilde\omega-E)p=\sum_Kg_Kc_K .$$

Eliminating $c_K$ gives

$$\tilde\omega-E=\sum_K\frac{g_K^2}{\Omega_K-E}.$$

Keep one state with $\Omega=\omega$ and coupling of magnitude $g$, and set $x=E-\omega$. Then $x^2+\tfrac{i\gamma}{2}x-g^2=0$, so

$$E_\pm=\omega-\frac{i\gamma}{4}\pm\sqrt{g^2-\frac{\gamma^2}{16}} .$$

For $\gamma<4g$ there are two separate energies, each with width $\gamma/2$. At $\gamma=4g$ they merge. For $\gamma>4g$ the real parts coincide and the widths split. For $\gamma\gg g$, expanding the root gives a slow width of about $4g^2/\gamma$: a molecular excitation decaying through a bad cavity.

For LiH in the 6-31G basis at 3.0 bohr, I take $\lambda=0.02$ and $\gamma=0.002$ hartree. The lowest bright singlet lies at $\omega=0.15275$ hartree, with transition dipole 0.866 $e$ bohr. Thus

$$g=\sqrt{0.15275/2}\times0.02\times0.866=0.00479\ \text{hartree}.$$

Since $4g=0.0191$ hartree is well above $\gamma$, the coupling is strong. The formula gives 0.14799 and 0.15751 hartree, each with width 0.0010 hartree.

### Switching the blocks

The table lists excitation energies ${\rm Re}(E-E_0)$, with $E_0$ the ground eigenvalue of the same model, and lifetimes. Lower polariton first; "res" is the resonant block, "cr" the counter-rotating block and "self" the self-energy. The digits serve to compare models within CIS/6-31G, not to predict a spectrum. In bases from cc-pVDZ to aug-cc-pVTZ, with the cavity retuned each time, $\omega$ lies between 0.149 and 0.151 hartree, the transition dipole between 0.82 and 0.88 $e$ bohr, and the dipole change of the bright state between 4.91 and 4.96 $e$ bohr. The lifetimes with all blocks move by up to 0.3 fs, while 46.7 fs becomes 47 to 51 fs and 40.5 fs becomes 42 to 43 fs. Correlation matters more: frozen-core full CI in aug-cc-pVDZ puts the bright state at 0.131 hartree (CIS: 0.150), with transition dipole 0.97 and dipole change 4.35 $e$ bohr. The pattern among the rows is the same in all these CIS bases.

| Blocks kept | Energies (hartree) | Lifetimes (fs) |
|---|---|---|
| res | 0.14788, 0.15740 | 23.7, 24.8 |
| res, cr | 0.14806, 0.15758 | 23.7, 24.8 |
| res, self | 0.14974, 0.16049 | 16.3, 46.7 |
| res, cr, $G$ | 0.14520, 0.15560 | 40.5, 16.6 |
| res, $G$, self | 0.14812, 0.15735 | 22.6, 24.5 |
| all | 0.14830, 0.15753 | 22.6, 24.5 |

With all blocks the polaritons lie at 4.04 and 4.29 eV; with the resonant block alone, at 4.02 and 4.28 eV. The agreement hides two larger shifts.

**Self-energy and $G$.** Let $A$ now label the bright state, and let $\Delta\mu$ be its dipole minus that of the reference. Inserting a complete set of states into $\tfrac12\langle A|(\Delta d)^2|A\rangle$ produces, among other terms, the contribution of $A$ itself:

$$+\tfrac12(\lambda\Delta\mu)^2 .$$

The block $G$ couples $|A,0\rangle$ to $|A,1\rangle$ with strength $V=\sqrt{\omega/2}\,\lambda\Delta\mu$. The second state lies higher by $\omega$, so second-order perturbation theory gives the shift

$$-\frac{V^2}{\omega}=-\tfrac12(\lambda\Delta\mu)^2 .$$

The two terms cancel at this order, whatever the frequency. Physically, the mode readjusts to the new static dipole, and the self-energy pays back the energy gained. Here $\Delta\mu=4.88$ $e$ bohr, so each term has size $\tfrac12(0.02\times4.88)^2=0.0048$ hartree, as large as $g$. Dropping one of them detunes the molecule from the cavity by about that amount.

This detuning accounts for the lifetimes. For a small loss take the two-state matrix with diagonal $\Omega,\omega$ and coupling $g$, and set $\delta=\Omega-\omega$, $R=\sqrt{\delta^2+4g^2}$. The lower energy is $E_-=\tfrac12(\Omega+\omega-R)$. Its photon weight is the derivative with respect to the photon energy at fixed coupling:

$$w_-=\frac{\partial E_-}{\partial\omega}=\frac12\left(1+\frac{\delta}{R}\right),\qquad w_+=1-w_- .$$

With $\delta=\pm0.0048$ hartree, $R=0.0107$ hartree and $w_-$ is about 0.72 or 0.28. For the weight of $|\Phi_0,1\rangle$ the matrix gives 0.74 with the self-energy but no $G$, and 0.28 with $G$ but no self-energy. In the second case the states $|S,1\rangle$ add 0.02, so the photon number that sets the width is 0.30. As $\Gamma\approx\gamma w$, the more photonic polariton is the shorter-lived one. Without the self-energy that is the upper polariton; without $G$ it is the lower one.

The same formula accounts for the small asymmetry of the purely resonant model. The other bright states lie above the cavity and push the photon down by about $\sum_{K\ne A}g_K^2/(\Omega_K-\omega)=0.00022$ hartree. Then $\delta=+0.00022$ hartree and $w_-=0.511$, as the matrix gives.

**The counter-rotating block.** If $G$ is absent, the matrix splits into $\{|\Phi_0,0\rangle,|S,1\rangle\}$ and $\{|S,0\rangle,|\Phi_0,1\rangle\}$. The counter-rotating block acts in the first set, while the polaritons are in the second. Their eigenvalues do not move, but the ground state falls, to second order, by

$$\sum_K\frac{g_K^2}{\Omega_K+\omega}=0.00018\ \text{hartree}.$$

Both excitation energies rise by this amount. With $G$ and the self-energy present, the matrix shows nearly the same rise.

Without $G$, most of this rise is a truncation error. A second photon allows $|\Phi_0,1\rangle$ to couple to $|K,2\rangle$ with strength $\sqrt2\,g_K$, because $b^\dagger|1\rangle=\sqrt2\,|2\rangle$. The energy gap is again about $\Omega_K+\omega$. A polariton with photon weight one half then falls by

$$\frac12\sum_K\frac{2g_K^2}{\Omega_K+\omega},$$

which equals the ground-state shift. In the model with resonant and counter-rotating blocks, allowing two photons brings the energies to 0.14787 and 0.15741 hartree, within $10^{-5}$ hartree of the resonant values. With $G$ and the self-energy present and two photons allowed, the counter-rotating block lowers the lower polariton by 0.00011 hartree and raises the upper one by 0.00013 hartree: the common shift disappears, but the splitting widens by about 0.00025 hartree. Do not read the upward shift in QED-CIS-1 as a Bloch–Siegert shift. The remainder is not settled here either, since $|A,0\rangle$ would couple to double electronic excitations, which this space lacks.

With all blocks kept, two photons give 0.14793 and 0.15738 hartree, with lifetimes of 22.1 and 24.9 fs instead of 22.6 and 24.5 fs, and eight photons change the lower energy by less than $10^{-5}$ hartree. The one-photon truncation thus puts the lower polariton about 0.0004 hartree too high, relative to the converged photon space with the same electronic states. That is twice the apparent one-photon counter-rotating rise of 0.00018 hartree, and about three times the shift of roughly 0.00012 hartree that remains once more photons are allowed.

### What the lifetimes mean

In the resonant model, losing the photon leaves the molecule in its reference state. There $\tau$ is the decay time of the polariton population, and a propagation of the full density equation confirms it.

With $G$, states $|S,1\rangle$ mix into the polaritons; the counter-rotating block alone mixes them only with $|\Phi_0,0\rangle$, that is, into the ground state. Their photons are partly the static dressing of the molecule, yet the loss term $\gamma b^\dagger b$ counts them as able to escape. In the full model they carry weights of 0.013 and 0.016 in the lower and upper polariton, about 2 and 3 percent of the respective widths. Such an escape can also leave the molecule excited, so $1/\Gamma$ is then the mean time to the first loss event, not the decay time of the excited population.

The ground state acquires a width too, $8\times10^{-7}$ hartree. A ground state at zero temperature should not radiate, so this width is an artefact of combining bare-photon loss with non-resonant coupling. It is negligible here beside the polariton widths of about 0.001 hartree, but that does not make the polariton widths safe. At $\lambda=0.05$, with eight photons, the ground width is still only $5\times10^{-6}$ hartree, while photons on excited electronic states carry 14 and 21 percent of the polariton widths. When that share matters, the loss operator must be rebuilt from transitions between the coupled eigenstates.

Finally, the complex root would have changed the resonant lifetimes from 23.7 and 24.8 fs to 24.5 and 24.0 fs, reversing their order. The numerical check also compares the electronic blocks with operators applied to explicit determinants, which is a useful first step if your own matrix disagrees.

For your calculation, keep $G$ and the self-energy together. Dropping both is a fair approximation at $\lambda=0.02$. At $\lambda=0.05$ the polariton energies of the resonant model and of the full model with eight photons differ by about 0.0005 hartree. The lifetimes are 23.0 and 25.8 fs against 18.3 and 22.4 fs, but the full-model values count dressing photons as loss, so this gap does not by itself show which model is closer to the true decay. Add a second photon before interpreting the counter-rotating shift.

## Calculated quantities

```
LiH, 6-31G, bond length 3.0 bohr; singles: 18
lambda 0.020 a.u.; gamma 0.0020 hartree
bare cavity lifetime 12.09 fs
RHF energy -7.979178 hartree
QED-HF minus RHF energy 0.000704 hartree
self-energy at RHF orbitals 0.000705 hartree
bright CIS excitation = omega 0.152748 hartree
omega converted 4.1565 eV
transition dipole size 0.8660 e bohr
excited minus ground dipole 4.8807 e bohr
coupling g 0.004787 hartree; 4g 0.019146 hartree
static displaced photons 0.00711
two-state energies 0.147988 0.157508 hartree
two-state width, each 0.001000 hartree
far-state shift scale 0.000218 hartree
Each model: lower then upper polariton
[full] ground shift -0.000177 hartree
  excitation 0.148296 0.157527 hartree
  width 0.001070 0.000986 hartree
  lifetime 22.60 24.54 fs
  weight of |ref,1> 0.5223 0.4769; of |single,1> 0.0128 0.0160
[no self-energy] ground shift -0.000180 hartree
  excitation 0.145196 0.155603 hartree
  width 0.000597 0.001460 hartree
  lifetime 40.52 16.57 fs
  weight of |ref,1> 0.2783 0.7208; of |single,1> 0.0201 0.0091
[no counter-rotating] ground shift 0.000000 hartree
  excitation 0.148117 0.157348 hartree
  width 0.001070 0.000986 hartree
  lifetime 22.61 24.53 fs
  weight of |ref,1> 0.5221 0.4770; of |single,1> 0.0128 0.0160
[resonant + self-energy] ground shift 0.000000 hartree
  excitation 0.149741 0.160492 hartree
  width 0.001480 0.000518 hartree
  lifetime 16.34 46.66 fs
  weight of |ref,1> 0.7400 0.2592; of |single,1> 0.0000 0.0000
[resonant + counter-rotating] ground shift -0.000180 hartree
  excitation 0.148059 0.157578 hartree
  width 0.001022 0.000976 hartree
  lifetime 23.67 24.78 fs
  weight of |ref,1> 0.5110 0.4882; of |single,1> 0.0000 0.0000
[resonant only] ground shift 0.000000 hartree
  excitation 0.147879 0.157399 hartree
  width 0.001022 0.000976 hartree
  lifetime 23.67 24.78 fs
  weight of |ref,1> 0.5110 0.4882; of |single,1> 0.0000 0.0000
full: 4.0353 4.2865 eV
resonant only: 4.0240 4.2830 eV
full: spurious ground width 8.232e-07 hartree
full, up to 2 photons: 0.147928 0.157384 hartree
full, up to 8 photons: 0.147924 0.157384 hartree
counter-rotating ground formula -0.000180 hartree
resonant + counter-rotating, 2 photons: 0.147874 0.157405 hartree
gamma = 8g: widths 0.002565 0.035697 hartree
two-state at 8g: 0.002565 0.035728 hartree
complex root: lifetimes 24.45 24.04 fs
complex root: lowest loss eigenvalue -1.883e-06 hartree
Lindblad survival at 23.67 fs: 0.36788 0.38473
largest determinant-test error 1.6e-09 a.u.
```
